# Kirkaldy's Intersection Method for the Four Ternary Interdiffusivities

## 1. What scaling fixes

Consider a ternary solid solution with mole fractions $c_1,c_2,c_3$. Since they sum to one, $c_1$ and $c_2$ suffice. Let the temperature, the pressure and the molar volume be constant, and let $J_i$ be the interdiffusion flux in the volume-fixed frame divided by the total concentration. Then $J_i$ has the unit of a velocity, and

$$
\frac{\partial c_i}{\partial t}=-\frac{\partial J_i}{\partial x},\qquad
J_i=-\sum_{j=1}^{2}D_{ij}(c_1,c_2)\,\frac{\partial c_j}{\partial x},\qquad i=1,2. \tag{1}
$$

A diffusion couple joins two uniform alloys at the plane $x=x_M$. Initially $c_i=c_i^-$ to its left and $c_i=c_i^+$ to its right, and both halves are treated as infinitely thick.

Replace $x-x_M$ by $a(x-x_M)$ and $t$ by $a^2t$, with $a>0$. Both sides of the conservation law, with the flux law inserted, acquire the same factor $a^{-2}$. The initial step is unchanged, because it contains no length. If the problem has a unique solution, as is assumed here for a matrix with positive eigenvalues, that solution must be unchanged too. Choosing $a=1/\sqrt t$ gives

$$
c_i(x,t)=c_i(\lambda),\qquad \lambda=\frac{x-x_M}{\sqrt t}. \tag{2}
$$

Two consequences follow. The curve traced in the $(c_1,c_2)$ plane, called the diffusion path, does not depend on time. At a fixed composition, gradients and fluxes both fall as $t^{-1/2}$, so the coefficients relating them are independent of time. The answer must therefore be a ratio of fluxes to gradients, and couples annealed for different times may be combined.

## 2. The flux from a measured profile

By (2), $\partial c_i/\partial x=t^{-1/2}c_i'(\lambda)$, so the flux has the form $J_i=t^{-1/2}j_i(\lambda)$. The two sides of the conservation law become

$$
\frac{\partial c_i}{\partial t}=-\frac{\lambda}{2t}\,c_i'(\lambda),\qquad
-\frac{\partial J_i}{\partial x}=-\frac1t\,j_i'(\lambda).
$$

Equating them and cancelling $-1/t$ leaves $j_i'=\tfrac12\lambda c_i'$. The flux vanishes in the undisturbed alloy on the left. Integrating from there to a chosen point $\lambda^*$, then returning to $x$, gives

$$
J_i^*=\frac{1}{2t}\int_{-\infty}^{x^*}(x-x_M)\,\frac{\partial c_i}{\partial x}\,dx. \tag{3}
$$

One factor $t^{-1/2}$ comes from $J_i=t^{-1/2}j_i$ and the other from $\lambda$. The sign can be checked on a rising profile with $x^*\le x_M$: the integrand is negative, so the flux points left, towards the lower concentration.

The integral runs along the profile in $x$. It remains valid when $c_i$ is not monotone, whereas a single function $x(c_i)$ would then not exist.

The flux also vanishes on the far right, so

$$
\int_{-\infty}^{\infty}(x-x_M)\frac{\partial c_i}{\partial x}dx=0
\quad\Longrightarrow\quad
x_M=\frac{1}{c_i^+-c_i^-}\int_{-\infty}^{\infty}x\,\frac{\partial c_i}{\partial x}dx. \tag{4}
$$

This locates the original interface, the Matano plane, in a scan whose origin is arbitrary. Both components must give the same plane. If $c_i^+=c_i^-$, the division in (4) is not allowed and the plane has to be found from the other component.

For data it is better not to differentiate inside the integral. Write $\partial c_i/\partial x=\partial(c_i-c_i^-)/\partial x$ in (3) and integrate by parts. The boundary term at $-\infty$ vanishes when $c_i-c_i^-$ decays faster than $1/|x|$, which a diffusion tail does. Hence

$$
2tJ_i^*=(x^*-x_M)(c_i^*-c_i^-)-\int_{-\infty}^{x^*}(c_i-c_i^-)\,dx. \tag{5}
$$

## 3. One couple leaves two numbers open

Let $g_j=\partial c_j/\partial x$ at the chosen point. Couple A supplies one equation for each component:

$$
D_{i1}g_1^A+D_{i2}g_2^A=-J_i^A,\qquad i=1,2. \tag{6}
$$

These are two equations for four unknowns. To see what is missing, take a nonzero vector $\mathbf n$ with $\mathbf n\cdot\mathbf g^A=0$ and any vector $\mathbf u$. Then

$$
(D+\mathbf u\,\mathbf n^T)\,\mathbf g^A=D\,\mathbf g^A+\mathbf u\,(\mathbf n\cdot\mathbf g^A)=D\,\mathbf g^A. \tag{7}
$$

The altered matrix gives the same flux. The couple reveals how $D$ acts along its own gradient and nothing about its action across it. The two components of $\mathbf u$ stay undetermined.

If nothing is assumed about how $D$ depends on composition, other points of the same path do not supply the missing equations, because each new point brings four new unknowns. What is then needed is a second gradient at the same composition. An assumed form for $D(c_1,c_2)$ changes the count, since the gradient direction turns along a curved path: for the model of section 7, a fit linear in composition to the fluxes of couple A alone recovers all four coefficients, while a fit with constant $D$ errs by up to 14%. Such a result is only as good as the assumed form. The two-couple method needs no such assumption.

## 4. Two couples at one composition

Let couple B have a path through the same composition $c^*$, within the same phase and at the same temperature and pressure. Its flux is governed by the same four coefficients:

$$
D_{i1}g_1^B+D_{i2}g_2^B=-J_i^B. \tag{8}
$$

Multiply (6) by $g_2^B$ and (8) by $g_2^A$, and subtract. The terms in $D_{i2}$ cancel:

$$
D_{i1}\,(g_1^Ag_2^B-g_1^Bg_2^A)=-(J_i^Ag_2^B-J_i^Bg_2^A).
$$

Next multiply (8) by $g_1^A$ and (6) by $g_1^B$, and subtract. Now the terms in $D_{i1}$ cancel:

$$
D_{i2}\,(g_1^Ag_2^B-g_1^Bg_2^A)=-(g_1^AJ_i^B-g_1^BJ_i^A).
$$

With

$$
\Delta=g_1^Ag_2^B-g_1^Bg_2^A, \tag{9}
$$

the result for $i=1,2$ is

$$
D_{i1}=-\frac{J_i^Ag_2^B-J_i^Bg_2^A}{\Delta},\qquad
D_{i2}=-\frac{g_1^AJ_i^B-g_1^BJ_i^A}{\Delta},\qquad \Delta\neq0. \tag{10}
$$

**Slope form.** If $g_1\ne0$ in both couples, define the path slope $m=g_2/g_1=dc_2/dc_1$ and the ratio $E_i=-J_i/g_1$. Dividing (6) and (8) by $g_1$ gives $E_i=D_{i1}+D_{i2}m$ for each couple. Subtraction yields

$$
D_{i2}=\frac{E_i^A-E_i^B}{m^A-m^B},\qquad D_{i1}=E_i^A-D_{i2}m^A. \tag{11}
$$

For fixed $i$, the two couples give two points on a straight line in $m$. Its slope is $D_{i2}$ and its intercept is $D_{i1}$.

**A path with a vertical tangent.** If $g_1^A=0$ while $g_2^A\neq0$, the slope form fails but (10) does not. Equation (6) then gives $D_{i2}=-J_i^A/g_2^A$ directly, and (8) gives $D_{i1}=-(J_i^B+D_{i2}g_2^B)/g_1^B$. This requires $g_1^B\ne0$, which is what $\Delta=-g_1^Bg_2^A\neq0$ says in this case.

## 5. The noncollinearity condition

The four coefficients at $c^*$ are fixed uniquely by the two fluxes if and only if $\Delta\neq0$. Sufficiency is (10). For necessity, suppose $\Delta=0$. Then the two gradients are parallel or at least one is zero, so some nonzero $\mathbf n$ is orthogonal to both. By (7), $D+\mathbf u\mathbf n^T$ fits both couples for every $\mathbf u$. Requiring positive eigenvalues does not restore uniqueness: if $D$ has distinct positive eigenvalues, they remain positive for small enough $\mathbf u$.

If $\theta$ is the angle between the gradients in the $(c_1,c_2)$ plane, then

$$
|\Delta|=|\mathbf g^A||\mathbf g^B||\sin\theta|.
$$

Both gradients must be nonzero and must not lie on one line. A common point of the paths is therefore insufficient: the paths must have different tangents there. The condition fails in these cases:

- The paths touch, or cross with a common tangent.
- The second couple is the first with its ends exchanged, or the first annealed longer. The path is the same, so the gradients are parallel.
- The common point is an end composition of a couple, where the gradient vanishes.

The condition does not depend on the choice of dependent component. If $c_3$ replaces $c_2$ as an independent variable, then $g_3=-g_1-g_2$, and

$$
g_1^Ag_3^B-g_1^Bg_3^A=-g_1^Ag_2^B+g_1^Bg_2^A=-\Delta .
$$

The size of $\Delta$ by itself says little, since it falls as $1/\sqrt{t_At_B}$. The angle is a more useful measure of how well the paths cross. Its value depends on which two mole fractions are taken as independent, but whether its sine vanishes does not.

## 6. How errors grow at a small angle

Let the flux of couple B be wrong by $\delta\mathbf J^B$, with the other data correct. The resulting error $\delta D$ obeys

$$
\delta D\,\mathbf g^A=0,\qquad \delta D\,\mathbf g^B=-\delta\mathbf J^B .
$$

The first equation makes each row of $\delta D$ orthogonal to $\mathbf g^A$. Thus $\delta D=\mathbf u\,\mathbf n^T$, with $\mathbf n$ now the unit normal to $\mathbf g^A$. The second gives $\mathbf u\,(\mathbf n\cdot\mathbf g^B)=-\delta\mathbf J^B$. Since $|\mathbf n\cdot\mathbf g^B|=|\mathbf g^B||\sin\theta|$, the root of the sum of squared elements is

$$
\|\delta D\|=\frac{|\delta\mathbf J^B|}{|\mathbf g^B|\,|\sin\theta|}. \tag{12}
$$

A difference in furnace temperature provides an example. Suppose couple B was hotter and all its coefficients were larger by one factor $f$. In (1) a common factor $f$ in $D$ can be absorbed into the time, so the profile is the one that the original coefficients would give after the longer time $ft$. At $c^*$ the gradient becomes $\mathbf g^B/\sqrt f$ and the flux becomes $\sqrt f\,\mathbf J^B$. The inferred matrix $D'$ then satisfies $D'\mathbf g^B=-f\,\mathbf J^B$, so (12) applies with $\delta\mathbf J^B=(f-1)\mathbf J^B$.

## 7. Worked example

Let component 1 be Al, component 2 Cr and component 3 Ni. The model coefficients, in µm²/s, are

$$
D_{11}=0.010+0.08c_1,\quad D_{12}=0.08c_1,\quad D_{21}=0.05c_2,\quad D_{22}=0.005+0.02c_2 .
$$

Each cross coefficient vanishes with its own component, as it must: an absent component cannot be driven down another's gradient. The couples, written as (Al, Cr), are

- A: (0.02, 0.05) to (0.08, 0.15), 100 h;
- B: (0.02, 0.15) to (0.08, 0.05), 50 h.

The profiles were computed from (1) in $x$ and $t$, without assuming (2), and treated as scans with the interface at 40 µm. Equation (4) returned 40.000 µm for A from either component. The profiles of A at 25 h and 100 h, compared at equal $\lambda$, differed by at most $2\times10^{-6}$ in mole fraction. In B the Cr content reached 0.1505, slightly above its end value of 0.15. That profile is not monotone, and the integral along $x$ in (3) is needed.

The paths cross at $c^*=(0.0501,\,0.0980)$. The readings there are

| | $g_1$ (1/µm) | $g_2$ (1/µm) | $J_1$ (µm/s) | $J_2$ (µm/s) |
|---|---|---|---|---|
| A | $1.483\times10^{-4}$ | $5.381\times10^{-4}$ | $-4.235\times10^{-6}$ | $-4.472\times10^{-6}$ |
| B | $5.185\times10^{-4}$ | $-9.901\times10^{-4}$ | $-3.294\times10^{-6}$ | $4.349\times10^{-6}$ |

The fourth digits carry a discretization error of about 0.01%; the converged $J_2$ in B is $4.350\times10^{-6}$ µm/s. The determinant is

$$
\Delta=(-1.468-2.790)\times10^{-7}=-4.258\times10^{-7}\ \text{µm}^{-2}.
$$

For Al, (10) gives

$$
D_{11}=\frac{(4.193+1.773)\times10^{-9}}{4.258\times10^{-7}}=0.0140,\qquad
D_{12}=\frac{(-0.489+2.196)\times10^{-9}}{4.258\times10^{-7}}=0.0040 .
$$

For Cr,

$$
D_{21}=\frac{(4.427-2.340)\times10^{-9}}{4.258\times10^{-7}}=0.0049,\qquad
D_{22}=\frac{(0.645+2.319)\times10^{-9}}{4.258\times10^{-7}}=0.0070 ,
$$

all in µm²/s. In the same order, the values are $1.40$, $0.40$, $0.49$ and $0.70\times10^{-10}$ cm²/s. Before rounding, each agrees with the model input at $c^*$ to about 0.01% of that coefficient or better.

**Reading the fluxes.** In couple A the Al flux is

$$
J_1^A=-(0.0140\times1.483+0.0040\times5.381)\times10^{-4}\approx-(2.1+2.2)\times10^{-6}\ \text{µm/s}.
$$

About half of it is driven by the Cr gradient. In couple B the Cr gradient has the opposite sign and opposes the Al flux. The ratio $E_1$ is therefore 0.0286 µm²/s in A and 0.0064 µm²/s in B, although $D_{11}$ and $D_{12}$ are the same. Treating either ratio as the Al diffusivity would attribute to the material a property of the couple.

**A collinear pair.** Take couple A at 25 h and at 100 h. The matrix with elements $(D_{11},D_{12},D_{21},D_{22})=(0.0092,\,0.0053,\,0.0001,\,0.0083)$ µm²/s, built by (7) and rounded here for printing, reproduces both fluxes within about 0.01% of their magnitude when its unrounded elements are used. For couple B its error is 99% of the flux magnitude. Only the second direction exposes the wrong matrix.

**A nearly collinear pair.** Couple C runs from (0.02, 0.06) to (0.08, 0.14) for 100 h and crosses A at nearly the same composition. Here $|\sin\theta|=0.12$, against 0.68 for A and B. With clean profiles the pair still returns each coefficient within 0.01%: a small angle amplifies errors but does not create them.

Now let the second couple of each pair be 5 K hotter than A, at 1473 K with a rough activation energy of 2.8 eV for every coefficient. Then $f-1=7.75\%$. The largest change of a coefficient, relative to its own value, is 8.7% for A and B but 105% for A and C.

Equation (12) accounts for the difference. The error norm rises from 0.00055 to 0.0080 µm²/s, a factor of about 14. The angle supplies $0.683/0.120\approx5.7$. The remaining 2.5 comes from $|\mathbf J|/|\mathbf g|$, which is 0.0049 µm²/s for B and 0.0123 µm²/s for C. This split belongs to the choice of Al and Cr as independent: with Al and Ni the ratio of the sines is about 12, and with Cr and Ni about 9. For B this ratio is close to the smaller eigenvalue of $D$, 0.0048 µm²/s; the larger is 0.0161 µm²/s.

## 8. The model beside a real alloy

The coefficients are round numbers chosen for illustration. They are not measured values for fcc Ni-Cr-Al, a system relevant to coatings on nickel alloys, and the real coefficients near 1473 K may differ from them by a factor of several. Real grain boundaries break the assumption of pure lattice diffusion. For cubic grains of edge $d$ and boundary width $w$, boundaries parallel to the flux occupy an area fraction of about $2w/d$. With $w=0.5$ nm, a boundary diffusivity $10^4$ times that of the lattice, and equal gradients in both, the extra flux is 1% of the lattice flux for 1000 µm grains and 10% for 100 µm grains. These are rough estimates, and they favour coarse-grained couples. Take a lattice parameter of 0.35 nm that rises by roughly 0.02 nm per unit mole fraction of Al and 0.01 nm per unit mole fraction of Cr. The relative change of molar volume is three times that of the lattice parameter, or about 2% across A. This figure is not the error of a coefficient. With this volume law, and $D$ defined by fluxes relative to the mean atomic motion and by mole-fraction gradients, holding the volume constant changes no coefficient by more than about 0.4% at the A–B crossing or 0.6% at the A–C crossing, and the planes that (4) gives for Al and Cr in A differ by 0.2 µm. Couples with wider end compositions are not covered by these numbers. Across B the two contributions have opposite signs and nearly cancel, so these rough slopes show only that the change is smaller than in A. For halves 1000 µm thick, $1000\ \text{µm}/(2\sqrt{D_{\max}t})=6.6$ in couple A, with $D_{\max}$ the larger eigenvalue at $c^*$, so the finite thickness is negligible. Kirkendall porosity and coherency stress are left out and have not been sized.

Reading errors can matter as much. By (5), a shift $\delta x_M$ changes the flux by $-\delta x_M(c_i^*-c_i^-)/(2t)$. A 2 µm shift in couple B alters a coefficient by up to 7.5% of its value, and a Cr gradient read 5% too large by up to 8.7%. Both figures hold for the wide crossing of A and B. The remaining values are in the numerical output below.

## Table of computed values

```
Vectors are ordered Al, Cr; matrices D11 D12 D21 D22
Couple A left end: 0.02 0.05 mole fraction
Couple A right end: 0.08 0.15 mole fraction
Couple A anneal time: 100 h
Couple B left end: 0.02 0.15 mole fraction
Couple B right end: 0.08 0.05 mole fraction
Couple B anneal time: 50 h
Couple C left end: 0.02 0.06 mole fraction
Couple C right end: 0.08 0.14 mole fraction
Couple C anneal time: 100 h
Matano plane of A from Al, from Cr: 40.000 40.000 um
Similarity mismatch, A at 25 h and 100 h: 2.0e-06 mole fraction
Largest Cr content in couple B: 0.1505 mole fraction
A-B crossing composition: 0.05012 0.09800 mole fraction
Crossing distance from Matano plane, A, B: -8.41 1.67 um
Gradient in A: 1.4830e-04 5.3810e-04 1/um
Gradient in B: 5.1852e-04 -9.9005e-04 1/um
Flux/concentration in A: -4.2351e-06 -4.4716e-06 um/s
Flux/concentration in B: -3.2941e-06 4.3493e-06 um/s
Gradient determinant A-B: -4.2584e-07 1/um^2
Path slopes dCr/dAl in A, B: 3.628 -1.909
|sin(angle)| for A-B: 0.6826
Recovered D at A-B crossing: 0.014009 0.004010 0.004900 0.006959 um^2/s
Input D at A-B crossing: 0.014009 0.004009 0.004900 0.006960 um^2/s
Recovered D, converted: 1.401e-10 4.010e-11 4.900e-11 6.959e-11 cm^2/s
Largest relative error, A-B: 0.010 %
Eigenvalues of recovered D: 0.00482 0.01615 um^2/s
A-C crossing composition: 0.05047 0.09926 mole fraction
|sin(angle)| for A-C: 0.1197
Recovered D at A-C crossing: 0.014037 0.004037 0.004963 0.006985 um^2/s
Largest relative error, A-C: 0.005 %
|sin(angle)|, A at 25 h and 100 h: 4.4e-05
Wrong matrix that fits A: 0.00919 0.00534 0.00008 0.00829 um^2/s
Its flux misfit: A 100 h, A 25 h, B: 0.00 0.01 98.88 %
Temperature, mismatch (rough case): 1473 5 K
Activation energy (rough): 2.8 eV
Rise of D from mismatch: 7.75 %
Largest coefficient change by it, A-B, A-C: 8.7 104.9 %
Norm of change in D by it, A-B, A-C: 0.00055 0.00796 um^2/s
Change from 2 um Matano error in B: 7.5 %
Change from 5% Cr gradient error in B: 8.7 %
Molar volume change across A, B (rough): 1.89 0.17 %
Boundary flux share, grains 1000, 100 um (rough): 1.0 10.0 %
Half thickness 1000 um / (2 sqrt(Dmax t)), A: 6.56
```
